# Copper (001) coupling periods from rough de Haas-van Alphen areas

## Problem

Two ferromagnetic layers are separated by $N$ atomic layers of fcc copper grown along [001]. Their coupling oscillates in sign with $N$. The Fermi surface of copper is to be described by a smooth function with cubic symmetry, fitted to four rough de Haas-van Alphen frequencies:

- belly, field along [100]: 60 kT
- belly, field along [111]: 58 kT
- neck, field along [111]: 2.2 kT
- dog's bone, field along [110]: 25 kT

The lattice parameter is $a=0.361$ nm, so one monolayer is $d=a/2=0.1805$ nm.

(a) Find the vectors along [001] that span this surface and are stationary with respect to the in-plane wave vector. (b) Find the coupling periods, and decide whether they agree with the reference values of 2.6 and 5.9 monolayers (ML). (c) Say how far two-figure data can fix them.

Wave vectors $(x,y,z)$ are in units of $2\pi/a=17.405$ nm$^{-1}$. The interfaces are taken as flat, so that the in-plane wave vector $(x,y)$ is conserved.

## First estimate by scaling

**Why a spanning vector sets the period.** Fix $(x,y)$ and one spin. An electron crosses the spacer of thickness $D=Nd$ with wave vector $k_+$, is reflected, and returns with $k_-$. Its round-trip phase is $\varphi=qD+\varphi_r$, where $q=k_+-k_-$ and $\varphi_r$ collects the reflection phases. For perfect reflection, standing waves need $\varphi=2\pi n$, and the density of states is

$$\frac{\varphi'}{2\pi}\sum_n\delta\!\left(\frac{\varphi}{2\pi}-n\right)=\frac{\varphi'}{2\pi}\Big[1+2\sum_{p\ge1}\cos p\varphi\Big],\qquad \varphi'=\frac{d\varphi}{dE},$$

by Poisson's summation formula. The term $p$ describes $p$ round trips. If a round trip keeps only an amplitude $R<1$, that term is multiplied by $R^p$. For weak reflection $p=1$ leads, and the change in the density of states is $\Delta n=(R/\pi)\,d(\sin\varphi)/dE$, with $R$ varying slowly. At fixed Fermi energy the energy changes by

$$\Delta\Omega=\int^{E_F}(E-E_F)\,\Delta n\,dE=-\frac{R}{\pi}\int^{E_F}\sin\varphi\,dE\simeq\frac{R\cos\varphi(E_F)}{\pi\,\varphi'(E_F)} .$$

The second form follows by parts, since $E-E_F$ vanishes at the upper limit. The last keeps the contribution of the sharp cutoff at $E_F$ for large $D$. The coupling is the difference of such terms between parallel and antiparallel magnetizations. The magnets enter through $R$ and $\varphi_r$, while the spacer alone sets $qD$.

The sum over $(x,y)$ remains. Where $q$ varies with $(x,y)$, neighbouring contributions cancel at large $N$. What survives comes from points where $q$ is stationary.

**Folding.** Reflection in the plane $z=0$ is a symmetry of copper, so the states $z$ and $-z$ form a pair with $q=2z(2\pi/a)$. Then

$$qNd=2z\,\frac{2\pi}{a}\,N\,\frac a2=2\pi Nz .$$

Because $N$ is an integer, $2\pi N$ may be subtracted, which leaves $-2\pi N(1-z)$. For $\tfrac12<z<1$ the slowest oscillation through the integers therefore has the period

$$\Lambda=\frac{1}{1-z}\ \text{ML}.$$

**The belly as a sphere.** The primitive cell has volume $a^3/4$, so the Brillouin zone has volume 4 in these units. One electron per atom, with two spins per state, fills half of it. A sphere of radius $z_0$ then obeys $\tfrac{4\pi}{3}z_0^3=2$, so that $z_0=(3/2\pi)^{1/3}=0.7816$. Its caliper $z=\sqrt{z_0^2-x^2-y^2}$ has the gradient $-(x,y)/z$, which vanishes only at the centre. Mirror pairs on the sphere therefore give one period,

$$\Lambda\approx\frac1{1-0.7816}=4.58\ \text{ML}.$$

**The neck as a circle.** The real surface touches the zone boundary in necks around the points $L=(\tfrac12,\tfrac12,\tfrac12)$. A cross-section scales as a radius squared, and the sphere would give 60.9 kT, so the neck radius is about

$$r\approx0.7816\sqrt{2.2/60.9}=0.149 .$$

The point of the neck rim that lies highest above $L$ is reached along the unit vector $(-1,-1,2)/\sqrt6$, perpendicular to the neck axis. It has $z\approx0.5+0.149\times0.816=0.621$ and $x=y\approx0.5-0.149\times0.408=0.439$. If the stationary vector sits there, $\Lambda\approx1/0.379=2.64$ ML. Nothing yet shows that the caliper is stationary at the rim; this is a guess at the location.

## Solution for the fitted surface

**The surface.** Write $c_x=\cos\pi x$, $d_x=\cos2\pi x=2c_x^2-1$, and likewise for $y$ and $z$. The surface is $\Phi=1$ and the occupied side is $\Phi<1$, with

$$\Phi=A\,S_{110}+B\,S_{200}+C\,S_{211},$$

$$S_{110}=3-c_xc_y-c_yc_z-c_zc_x,\qquad S_{200}=3-d_x-d_y-d_z,$$

$$S_{211}=3-d_xc_yc_z-d_yc_zc_x-d_zc_xc_y .$$

Each sum has the periodicity of the fcc reciprocal lattice and cubic symmetry. $\Phi$ describes a shape and is not a band energy, so its gradient gives the direction of the electron velocity but not its size.

**The fit.** An extremal cross-section $\mathcal A$ gives the frequency $F=\hbar\mathcal A/(2\pi e)$. The dog's bone is the empty region around $(0,0,1)$ in the plane that contains [001] and [110], whose normal $[1\bar10]$ is equivalent by symmetry to the field direction [110]; bellies and necks enclose it. The four frequencies and the half-filled zone make five conditions for three coefficients. They are met by least squares, each frequency error being measured in half a unit of its last figure and the relative volume error in units of $5\times10^{-4}$. The result is

$$A=0.4344,\qquad B=0.0132,\qquad C=-0.1458 .$$

The fitted frequencies are 59.62, 57.64, 2.20 and 24.94 kT, all within the rounding of the inputs. Counting mesh points in the zone gives an occupied fraction of 0.5001. At $L$ one finds $\Phi=0.9448<1$, so the necks are open.

**The caliper at fixed $(x,y)$.** Put $w=c_z$, so that $d_z=2w^2-1$. The three sums become

$$S_{110}=3-c_xc_y-w(c_x+c_y),\qquad S_{200}=4-d_x-d_y-2w^2,$$

$$S_{211}=3+c_xc_y-w(d_xc_y+d_yc_x)-2w^2c_xc_y .$$

Hence $\Phi=1$ is a quadratic equation, $\alpha w^2+\beta w+\gamma=0$, with

$$\alpha=-2B-2Cc_xc_y,\qquad \beta=-A(c_x+c_y)-C(d_xc_y+d_yc_x),$$

$$\gamma=A(3-c_xc_y)+B(4-d_x-d_y)+C(3+c_xc_y)-1 .$$

An electron with $v_z>0$ sits where a line along $+z$ leaves the occupied region, that is, where $\partial\Phi/\partial z>0$. Since $\partial\Phi/\partial z=-\pi\sin(\pi z)\,(2\alpha w+\beta)$, this requires $2\alpha w+\beta<0$. The two roots have $2\alpha w+\beta=\pm\sqrt{\beta^2-4\alpha\gamma}$, so the required one is

$$w=\frac{-\beta-\sqrt{\beta^2-4\alpha\gamma}}{2\alpha},\qquad z=\frac1\pi\arccos w .$$

**What stationarity requires.** Differentiating $\Phi(x,y,z(x,y))=1$ gives $\partial z/\partial x=-\Phi_x/\Phi_z$, and the same for $y$. A stationary caliper therefore has $\Phi_x=\Phi_y=0$: the velocity points along [001] at one end and is opposite at the mirror end.

**The belly point.** At $x=y=0$ symmetry makes both derivatives vanish. With $c_x=c_y=d_x=d_y=1$,

$$S_{110}=2(1-w),\quad S_{200}=2(1-w)(1+w),\quad S_{211}=4-2w-2w^2=2(1-w)(2+w),$$

and $\Phi=1$ reads

$$2(1-w)\big[A+B(1+w)+C(2+w)\big]=1 .$$

Here $A+B+2C=0.1560$ and $B+C=-0.1326$. Dividing by 2 and expanding $(1-w)(0.1560-0.1326w)=0.5$ gives

$$0.1326\,w^2-0.2886\,w-0.3440=0 .$$

The root between $-1$ and 1 is $w=-0.856$, hence $z_b=0.827$.

**The point beside the neck.** On the diagonal $x=y$, the mirror that exchanges $x$ and $y$ removes the gradient across the diagonal. One condition remains, along it. With $c=c_x=c_y$,

$$S_{110}=3-c^2-2cw,\qquad S_{200}=6-4c^2-2w^2,$$

$$S_{211}=3-2(2c^2-1)cw-(2w^2-1)c^2 .$$

For $0<x<1$ the derivative $dc/dx$ is not zero, so the condition is $\partial\Phi/\partial c=0$ at fixed $w$. The three derivatives are $-2(c+w)$, $-8c$ and $-2w(6c^2-1)-2(2w^2-1)c$. Dividing their weighted sum by $-2$ gives

$$A(c+w)+4Bc+C\big[w(6c^2-1)+(2w^2-1)c\big]=0 ,$$

to be solved together with $\Phi=1$. The numerical solution is

$$x=y=0.4077,\qquad z_n=0.6095 .$$

It can be checked by hand. Here $c=0.2859$ and $w=-0.3372$, and the three terms are $-0.0223$, $+0.0151$ and $+0.0072$, which cancel to the digits kept. The sums are $S_{110}=3.111$, $S_{200}=5.446$ and $S_{211}=2.902$, which give $\Phi=1.351+0.072-0.423=1.000$.

**Are there others?** A line along $z$ can also leave one belly and enter the next one across a gap. Those two states have opposite $v_z$ as well, and they need not be mirror partners. A numerical search on a mesh over the square $0\le x,y\le1$ found two classes of stationary mirror pairs, the ones above, and no stationary pair of the gap type. This is a search at finite resolution, not a proof.

**The periods.** The two vectors and their periods are

$$q_b=2(0.8270)(17.405)=28.79\ \text{nm}^{-1},\qquad \Lambda_b=\frac1{0.1730}=5.78\ \text{ML}=1.043\ \text{nm},$$

$$q_n=2(0.6095)(17.405)=21.22\ \text{nm}^{-1},\qquad \Lambda_n=\frac1{0.3905}=2.56\ \text{ML}=0.462\ \text{nm}.$$

The folded lengths $2(1-z)(2\pi/a)$ are 6.02 and 13.59 nm$^{-1}$. They have a direct picture: the empty region above the belly reaches from $z$ to $2-z$, so $2(1-z)$ is the height of the dog's bone. The long period measures its narrow waist and the short period its wide knobs.

**How strongly each point counts.** Near a stationary point $z\simeq z_0+\tfrac12h_1u_1^2+\tfrac12h_2u_2^2$, where $u_1,u_2$ are in-plane displacements along the principal axes. The integral $\int e^{i\lambda hu^2/2}du=\sqrt{2\pi/(\lambda|h|)}\,e^{i(\pi/4)\,\mathrm{sgn}\,h}$, used twice with $\lambda=2\pi N$, gives

$$\int e^{2\pi iNz}\,dx\,dy\simeq\frac{e^{2\pi iNz_0+i\pi\sigma/4}}{N\sqrt{|h_1h_2|}},\qquad \sigma=\mathrm{sgn}\,h_1+\mathrm{sgn}\,h_2 .$$

At the belly $h_1=h_2=-3.96$, a maximum with $\sigma=-2$. Beside the neck the curvatures are $-5.33$ across the diagonal and $+7.44$ along it, a saddle with $\sigma=0$.

The square $0\le x,y\le1$ is half of the two-dimensional zone. It contains a quarter of a belly point at $(0,0)$ and another quarter at the equivalent corner $(1,1)$, together $\tfrac12$. It also contains two neck-side points, at $(x,x)$ and $(1-x,1-x)$. The weights are

$$\frac{1/2}{3.96}=0.126,\qquad \frac{2}{\sqrt{5.33\times7.44}}=0.318 ,$$

and the oscillating sum is

$$I(N)\simeq\frac1N\Big[0.126\sin\!\big(2\pi Nz_b-\tfrac{\pi}{2}\big)+0.318\sin(2\pi Nz_n)\Big].$$

These are weights of shape alone, and the belly weight is only roughly fixed: it moves between about 0.10 and 0.16 over the rounding of the inputs, while the neck-side weight stays near 0.32. The coupling also contains $R$ at each point and the factor $1/\varphi'\propto1/N$ from the energy integral, so it falls as $1/N^2$ at zero temperature.

The step from the full integral to two points can be tested. The in-plane integral of $\sin2\pi Nz$ over all mirror pairs was summed on a mesh for $N$ up to 94, without any stationary-phase argument. The two strongest peaks of its spectrum lie at periods of 5.78 and 2.56 ML. Relative to the root-mean-square size of the mesh sum, the two-point formula differs from it by 11.6 % for 5 to 15 ML and by 3.8 % for 60 to 94 ML. The second figure is mostly the error of the finite mesh, which matters most for thick spacers, where the integrand oscillates fastest. On meshes two and three times finer it falls to about 1.5 and 1.3 %, while the first figure stays near 11.5 %.

## Comparison

| | estimate | fitted surface | reference |
|---|---|---|---|
| long period (ML) | 4.58 | 5.78 | 5.9 |
| short period (ML) | 2.64 | 2.56 | 2.6 |

**The long period.** The sphere gives a period 21 % below that of the fitted surface, although its radius is only 5.5 % below the belly caliper. Folding causes the amplification. From $\Lambda=1/(1-z)$,

$$\delta\Lambda=\Lambda^2\,\delta z,\qquad \frac{\delta\Lambda}{\Lambda}=\frac{z}{1-z}\,\frac{\delta z}{z},$$

and $z/(1-z)=4.8$ at the belly. The bulge of copper toward [100], small on the scale of the surface, is what moves the period from 4.6 to 5.8 ML. In the limit $z\to1$ the period would diverge and this way of finding it would lose all accuracy.

The same factor limits what rough data can do. Raising the inputs one at a time by half a unit of the last figure and refitting moves the long period by $+0.275$ ML for the (100) belly, $-0.243$ for the (111) belly, $+0.004$ for the neck and $-0.092$ for the dog's bone. Half a unit in the lattice parameter gives $-0.009$ ML. These shifts, and the long period itself, depend on the quadrature used in the fit by up to 0.02 ML, so the sign of the small neck shift is not fixed. Added without regard to sign, they make about 0.6 ML, and the reference value of 5.9 lies well inside that margin. The margin is generous, because refits at the extreme corners no longer reproduce the rounded frequencies. Surfaces of the three-term form that keep all four frequencies within their rounding at half filling give 5.6 to 6.0 ML for $a=0.361$ nm. For $a=0.3603$ nm, nearer the low-temperature value that belongs with de Haas-van Alphen data, they give 5.4 to 6.3 ML. The two belly shifts nearly cancel if both frequencies rise together. The long period thus depends mainly on the difference between the two belly areas, which measures the departure from a sphere, and that difference of 2 kT is poorly known when each area is rounded to 1 kT.

**The short period.** The circular-neck estimate is 3 % too long. It placed the point on the neck rim at $x=0.439$, whereas the caliper is smallest along the diagonal at $x=0.408$, closer to the belly. The surface is lower there, 0.6095 against 0.621, so the period is shorter.

Rounding of the inputs changes this period by 0.01 ML in all. The factor $\Lambda^2$ is five times smaller than for the belly, and the caliper itself also moves less when all the shifts are added, although the neck frequency taken alone moves it more than it moves the belly caliper. The fitted value differs from 2.6 by 0.04 ML, which is more than the input rounding but within the rounding of the reference value. The three-term form of $\Phi$ carries an error of its own that was not determined.

The answer to (b) is therefore yes for both periods, with different force: the short one is recovered to about 2 %, and the long one is consistent with 5.9 ML but is fixed only to between about 4 and 10 %, depending on the lattice parameter and on how the margin is counted.

**Beside a real spacer.** Take a spacer of 10 ML, or 1.805 nm. At temperature $T$ the sharp cutoff is replaced by an average over $-\partial f/\partial E$, with $f$ the Fermi function. With $dq/dE=2/(\hbar v)$, where $v$ is the speed along [001], this multiplies the oscillation by

$$\frac{X}{\sinh X},\qquad X=\frac{2\pi k_BTD}{\hbar v}.$$

For 300 K and a rough speed of $10^6$ m/s the factor is 0.968; at half that speed it is 0.879. This factor counts only the spacer part $D\,dq/dE$ of $\varphi'$. The energy dependence of the reflection phase $\varphi_r$ adds to it: for a simple step barrier 0.3 eV above $E_F$ the factor at the lower speed drops to about 0.78. Thermal disorder in the magnets is also left out, so the real temperature dependence can be stronger.

Real interfaces can also have atomic steps, which the assumption of flatness leaves out. If half the area has $N$ layers and half has $N+1$, in terraces wide enough to act separately, and the difference in amplitude between the two thicknesses is neglected, each oscillation is multiplied by $|1+e^{2\pi i/\Lambda}|/2=|\cos(\pi/\Lambda)|$. This is 0.86 for the long period and 0.34 for the short one. The shape weights then become $0.126\times0.86=0.11$ and $0.318\times0.34=0.11$: for this even mixture of two thicknesses the short period loses its advantage, if reflection and velocity factors are equal at the two points. Those factors depend on the magnet and are not equal in general, so the model does not predict which period dominates in a given device.

Films grown on a magnet with another lattice parameter can also be strained. A 1 % stretch along the normal, with the Fermi wave vectors held fixed in nm$^{-1}$, changes the periods to 6.07 and 2.60 ML. If the surface instead deformed in proportion to the zone, $z$ and the periods in monolayers would not change. For the long period, a strain of this size can thus matter more than the difference between 5.78 and 5.9 ML.

The values used here are collected in the numerical output below.

## Numbers as computed

```
lattice parameter a = 0.361 nm, monolayer a/2 = 0.1805 nm
unit of wave vector 2 pi/a = 17.405 1/nm
dHvA belly (100): rough input 60.0 kT, fitted 59.62 kT
dHvA belly (111): rough input 58.0 kT, fitted 57.64 kT
dHvA neck (111): rough input 2.2 kT, fitted 2.20 kT
dHvA dog's bone (110): rough input 25.0 kT, fitted 24.94 kT
free-electron sphere: 60.9 kT
coefficients A, B, C = 0.4344, 0.0132, -0.1458
occupied fraction of the zone, counted = 0.5001
dog's bone, counted on a mesh = 24.94 kT
phi at L point = 0.9448 (below 1: neck open)
belly: x = y = 0, z = 0.8270 (2 pi/a)
neck side: x = y = 0.4077, z = 0.6095 (2 pi/a)
belly: q = 28.79 1/nm, folded q = 6.02 1/nm
belly: period = 5.78 ML = 1.043 nm
belly: worst-case input rounding = 0.62 ML
belly: curvatures of z = -3.96, -3.96 (a/2 pi)
belly: stationary-phase strength = 0.126 (reduced units)
neck side: q = 21.22 1/nm, folded q = 13.59 1/nm
neck side: period = 2.56 ML = 0.462 nm
neck side: worst-case input rounding = 0.01 ML
neck side: curvatures of z = -5.33, 7.44 (a/2 pi)
neck side: stationary-phase strength = 0.318 (reduced units)
half-digit rise of belly (100): long +0.275, short -0.002 ML
half-digit rise of belly (111): long -0.243, short +0.001 ML
half-digit rise of neck (111): long +0.004, short +0.007 ML
half-digit rise of dog's bone (110): long -0.092, short +0.000 ML
half-digit rise of lattice parameter: long -0.009, short +0.001 ML
stationary mirror pairs found, up to symmetry: 2
  at (0.000, 0.000) (2 pi/a), period 5.78 ML
  at (0.408, 0.408) (2 pi/a), period 2.56 ML
stationary gap-type pairs found: 0
spectral peaks of full integral: 5.78 and 2.56 ML
stationary-phase error, 60-94 ML: 3.8 %
stationary-phase error, 5-15 ML: 11.6 %
free-electron sphere: z = 0.7816 (2 pi/a), period 4.58 ML
thermal factor, 300 K, 1.805 nm, rough speed 1.0e+06 m/s: 0.968
thermal factor at half that speed: 0.879
factor from 1 ML step on half the area: long 0.86, short 0.34
periods after 1 % normal stretch at fixed k: 6.07, 2.60 ML
```
